Equal off-current decades at 300 K and 77 K

**Problem**

An n-channel MOS transistor has a threshold of 0.35 V at 300 K and an ideality of 1.3. The threshold V_T is the gate-source voltage at which the drain current equals a chosen threshold current I_th. The off-current I_off is the channel current at zero gate-source voltage, and the number of off-current decades is

D = log₁₀(I_th/I_off).

The transistor is to work at 77 K with the same D. Take the ideality and the threshold current as unchanged.

(a) What threshold does it need at 77 K?

(b) Does the 300 K transistor acquire that threshold by being cooled?

**A tempting solution**

The subthreshold slope of the 300 K device is 77.4 mV per decade, so a threshold of 350 mV provides

D = 350/77.4 = 4.52 decades.

The ideality expresses how well the gate controls the surface potential. It is a ratio of capacitances, and it is stated to be unchanged. The gate therefore controls the channel as well at 77 K as at 300 K, and the slope stays at 77.4 mV per decade. The threshold current is also unchanged. Equal decades then need an equal threshold, 0.35 V, and the device can be cooled as it stands.

**Where it fails**

The sentence about the capacitances is right, but the conclusion about the slope does not follow. A slope in millivolts per decade combines two relations. The first says how far the surface potential moves when the gate voltage moves. That is the ideality, and it is fixed by capacitances. The second says how much the electron density changes when the surface potential moves. That is fixed by the thermal energy kT. Holding the first relation fixed leaves the second free to change with temperature.

**The slope from the two relations**

Let ψ be the surface potential relative to the body, with the body tied to the source. Per unit area, the gate charge balances the depletion charge Q_d and the mobile electron charge Q_i, both counted as positive magnitudes:

C_ox (V_G − V_FB − ψ) = Q_d(ψ) + Q_i.

Here C_ox is the oxide capacitance per area and V_FB the flat-band voltage. In weak inversion Q_i is small and is dropped from this balance. Differentiation gives

C_ox (dV_G − dψ) = C_d dψ, with C_d = dQ_d/dψ,

and therefore

dV_G/dψ = 1 + C_d/C_ox = n.

This is the ideality. Treating it as constant between zero gate voltage and threshold, and writing ψ_T for the surface potential at V_G = V_T, one obtains

ψ = ψ_T + (V_G − V_T)/n.

Next comes the electron charge. Let V be the local quasi-Fermi voltage, which is 0 at the source and V_DS at the drain. Raising ψ lowers the electron band edge E_c, while raising V lowers the electron Fermi level E_F. Hence

E_F − E_c = q(ψ − V − ψ_c),

where ψ_c is the surface potential at which the band edge meets the source Fermi level. For a two-dimensional subband with a constant density of states g, and with E_F several kT below E_c, the Fermi function reduces to a Boltzmann factor:

Q_i = q g ∫ exp[−(E − E_F)/kT] dE, from E_c to ∞
 = q g kT exp[(ψ − V − ψ_c)/φ_t].

The thermal voltage is φ_t = kT/q.

The current at any point x of the channel is I = μ W Q_i dV/dx, with μ the mobility and W the width. It is the same at every x, so integrating over the gate length L gives

I = μ (W/L) ∫ Q_i dV, from 0 to V_DS.

The mobility is taken as independent of gate voltage. The gate fixes ψ, so only the factor exp(−V/φ_t) depends on V, and its integral is φ_t[1 − exp(−V_DS/φ_t)]. Thus

I = μ (W/L) q g kT φ_t exp[(ψ − ψ_c)/φ_t] [1 − exp(−V_DS/φ_t)].

At V_DS = 1 V and 300 K, where φ_t = 25.85 mV, the last exponential is exp(−38.7). It is smaller still at 77 K, so the last bracket may be set to one.

Now divide this current by its own value at V_G = V_T. The mobility, the dimensions and the explicit powers of temperature cancel, leaving

I/I_th = exp[(ψ − ψ_T)/φ_t] = exp[(V_G − V_T)/(nφ_t)].

Taking the logarithm to base ten,

log₁₀(I/I_th) = (V_G − V_T)/S, with S = nφ_t ln 10.

The swing S contains the temperature explicitly, and this is what the tempting solution left out. A change of mobility on cooling moves the gate voltage at which I_th is reached, but it does not change the number of millivolts per decade below that point.

**Answer to (a)**

At V_G = 0 the current is I_off, so

D = V_T/S.

Equating D at the two temperatures gives V_T1/S₁ = V_T2/S₂, or

V_T2 = V_T1 (n₂T₂)/(n₁T₁).

The two swings are

S₁ = 1.3 × 25.85 mV × 2.303 = 77.4 mV per decade at 300 K,
S₂ = 1.3 × 6.635 mV × 2.303 = 19.9 mV per decade at 77 K.

The warm device has D = 350/77.38 = 4.523. The cold device therefore needs

V_T2 = 4.523 × 19.86 mV = 89.8 mV, or about 0.09 V.

Because n₁ = n₂, the ideality cancels, and the same answer follows from 0.35 V × 77/300. The value 1.3 affects how many decades there are, but not the threshold that preserves them.

Had the threshold been left at 0.35 V, the cold channel would have provided 350/19.86 = 17.6 decades. With I_th = 1 µA that is an off-current near 2 × 10⁻²⁴ A. No real terminal current would follow the channel law that far, because other leakage paths take over long before.

The exponential law was tested against a calculation that does not assume it. The subband was filled with the Fermi function, its charge was kept in the gate balance, and the current was found by integrating the charge from source to drain. The mobility was 200 cm²/Vs at 300 K and 600 cm²/Vs at 77 K. With a low threshold criterion of 1 nA, the gate span that reproduces the warm device's threshold current and off-current at 77 K is 0.0898 V. It is again 0.0898 V when the ideality is 1.6 at both temperatures.

**What "unchanged" is doing in the question**

If the ideality differs between the two temperatures, it no longer cancels. With 1.3 at 300 K and 1.4 at 77 K,

V_T2 = 89.8 mV × 1.4/1.3 ≈ 97 mV.

The threshold current needs similar care. Suppose the cold device is assigned a threshold current r times larger while I_off is held at its old value. The cold device must then span D + log₁₀ r decades, so

V_T2 = S₂ (D + log₁₀ r).

For r = 3 this gives 89.8 + 19.86 × 0.477 = 99.3 mV. If D is held instead, the threshold remains 89.8 mV and the off-current triples along with the threshold current. The two requirements coincide when I_th is unchanged, as the problem specifies.

**Answer to (b)**

The relation V_T2 ∝ T₂ is a requirement on the cold device. It does not describe how the threshold of a given device moves with temperature. That needs a separate calculation.

Consider a uniformly doped p-type body with acceptor density N_A and hole density p, and a gate whose Fermi level lies at the silicon conduction-band edge. Let E_g be the gap, and N_c and N_v the effective densities of states of the two bands. For this estimate, define threshold by the surface electron density reaching N_A. The electron density deep in the body is n_i²/p, and band bending multiplies it by exp(ψ/φ_t). The required bending is therefore

ψ_inv = φ_t ln(N_A p/n_i²).

The body Fermi level lies kT ln(N_v/p) above the valence-band edge, so the flat-band voltage is

V_FB = −E_g/q + φ_t ln(N_v/p).

Inserting n_i² = N_c N_v exp(−E_g/kT) into ψ_inv gives

ψ_inv = E_g/q + φ_t ln[N_A p/(N_c N_v)].

In the sum of V_FB and ψ_inv, the gap, N_v and p all cancel:

V_FB + ψ_inv = φ_t ln(N_A/N_c).

The threshold also includes the oxide voltage Q_d/C_ox. For a depletion layer of width w and permittivity ε, ψ = qN_A w²/(2ε), Q_d = qN_A w and C_d = ε/w. Hence Q_d = 2C_dψ, and

V_T = φ_t ln(N_A/N_c) + 2(n − 1)ψ_inv.

With a 2.5 nm oxide, an ideality of 1.3 at 300 K corresponds to N_A = 2.0 × 10¹⁸ cm⁻³. The bending ψ_inv is 0.986 V at 300 K and 1.158 V at 77 K. The larger bending widens the depletion layer. Since C_d varies as ψ^(−1/2),

n(77 K) = 1 + 0.3 × √(0.986/1.158) = 1.277.

The oxide term is thus 2 × 0.300 × 0.986 = 0.59 V at 300 K and 2 × 0.277 × 1.158 = 0.64 V at 77 K, a rise of about 50 mV. The total calculated rise is 114 mV, so the remaining 64 mV or so comes from the first term. These figures assume fully ionized acceptors. Allowing them to freeze out in the neutral body, with a dilute-limit binding energy of 45 meV and the depletion layer still fully ionized, changes the rise to 111 mV. Letting the acceptors remain partly neutral at the edge of the depletion layer lowers it by about 3 mV more. The effect is small for two reasons. The hole density p has cancelled from the first term and survives only inside ψ_inv, and incomplete ionization lowers ψ_inv at both temperatures, so part of the change drops out of the difference.

This simple body does not by itself give a threshold of 0.35 V at 300 K. The formula gives about 0.52 V, and the confinement energy of the surface electrons, which it omits, would add more than 0.1 V. For the estimate, keep the formula and assume that a temperature-independent offset of about −0.17 V makes up the difference. This is a convenience of the estimate. The gate already lies at the conduction-band edge, so a real design would more likely change the doping profile, which also alters the ideality and the rise. The offset drops out of the rise. The cooled device then has a threshold near

0.35 + 0.11 = 0.46 V,

whereas it needs 0.09 V. So the answer to (b) is no: in this model cooling moves the threshold the wrong way, and the design must lower it by about 0.37 V. That figure is only an estimate, because confinement is omitted and because a threshold defined by surface density is not identical to one defined by current. In weak inversion a factor of ten between the two criteria is worth one swing, which is 77 mV at 300 K and 20 mV at 77 K. Closer to strong inversion it is worth more. Because the two swings differ, a lower current criterion gives a larger rise, by nearly 60 mV per decade. For this body, with mobilities of 200 and 600 cm²/Vs, a width of 1 µm and a length of 0.1 µm, the rise is about 0.13 to 0.14 V at 1 µA and about 0.3 V at 1 nA. The direction is the same in both cases.

**How far the simple law can be trusted at 77 K**

The derivation extends the exponential law all the way up to threshold. Suppose the criterion is I_th = 1 µA for a device 1 µm wide and 0.1 µm long. The exponential law then puts the off-current at 1 µA × 10^(−4.523) = 30 pA. The fuller charge calculation gives a required cold threshold of 95 mV, about 5 mV above the simple result. This value reproduces the warm off-current found in the same calculation, which is about 37 pA, or 4.44 decades below threshold. Holding 4.523 decades instead would require about 97 mV. The shift also depends on the assumed mobility. If the mobility stayed at 200 cm²/Vs on cooling, reproducing the warm off-current would require about 104 mV.

The direction of this shift can be understood by restoring Q_i to the gate balance. At the source end, while the electrons are still non-degenerate, dQ_i/dψ = Q_i/φ_t, so

dV_G/dψ = n + Q_i/(C_ox φ_t).

The mobile charge raises dV_G/dψ above n by the fraction Q_i/(nC_ox φ_t). In weak inversion Q_i = IL/(μWφ_t), and at equal current this fraction therefore scales as 1/(μT²). From 300 K to 77 K, with the mobility tripled, it grows by a factor

(300/77)²/3 ≈ 5.

The cold device thus departs from the exponential law more strongly at the same current. The factor itself holds only while the fraction is small. At 1 µA the weak-inversion formula would give a fraction of about 0.4 at 300 K and about 2 at 77 K, so the cold device has already left weak inversion there, and the estimate explains the direction of the shift but not its size. Fermi filling of the subband acts in the same direction, and the calculation does not separate the two contributions. With the criterion lowered to 1 nA the shift disappears at the printed precision.

The wider depletion layer acts the other way. With an ideality of 1.277 at 77 K, the simple law gives 89.8 × 1.277/1.3 = 88.2 mV. In the same body model the ideality is not constant along the gate span either. For the warm device it rises from 1.30 at threshold to about 1.35 at zero gate voltage, and allowing for this lowers the result to about 87 mV.

A further limit concerns very low temperature. Disorder can leave an exponential tail of states below the band edge, with density proportional to exp(E/w_t) for E < 0, where E is measured from the edge. With Boltzmann occupation the tail contributes a charge proportional to

exp(E_F/kT) ∫ exp(E/w_t − E/kT) dE, from −∞ to 0
 = exp(E_F/kT)/(1/w_t − 1/kT),

provided that kT > w_t. The tail then adds charge without changing the exponential slope. For w_t = 3.5 meV, a rough value, the condition holds at 77 K, where kT = 6.6 meV. Including this tail in the cold device moves the required threshold at the 1 µA criterion from 95.1 to 95.4 mV, if the tail electrons move with the band mobility. If they are immobile but still enter the gate balance, the figure is about 100 mV.

Once kT falls to w_t or below, the integral no longer converges and the Boltzmann form cannot be used. When kT is well below w_t, the tail states are filled up to E_F, and their number varies as exp(E_F/w_t). Tail states may be localized and conduct poorly. If their electrons are nevertheless assumed to move with the same mobility as those in the band, the swing tends to

n(w_t/q) ln 10 = 1.3 × 3.5 mV × 2.303 ≈ 10.5 mV per decade,

however cold the device becomes. The crossover kT = w_t lies near 41 K. Below it, scaling the threshold in proportion to T would give too few decades. If both currents lie in the tail regime and are small enough for the mobile charge to be neglected in the gate balance, 4.52 decades need about 47 mV even as T approaches zero. At a criterion as high as 1 µA the mobile charge adds to this figure.

**What the small threshold costs**

A threshold that is too low by δ multiplies the off-current by 10^(δ/S). For δ = 10 mV the factor is 1.35 at 300 K and 3.2 at 77 K. The steep slope that permits a small threshold also makes the leakage more sensitive to threshold errors.

Temperature errors matter as well. Hold the threshold at 89.8 mV and the threshold current fixed, and let the device warm from 77 K to 87 K. According to the exponential law, the decades fall to 4.523 × 77/87 = 4.00, and the off-current rises by a factor of 3.3. At 300 K the same threshold provides only 89.8/77.38 = 1.16 decades. With a criterion as high as 1 µA, the mobile charge makes these decade counts somewhat smaller. In the body model above, the threshold would also fall on warming, which would make both cases worse.

**Comparison with a real transistor**

The oxide thickness, gate length and 1 V drain voltage are rough typical values for a bulk silicon transistor with a gate near 0.1 µm. The threefold rise in mobility may be generous for so heavily doped a body. A smaller rise leaves the simple result unchanged but increases the shift found at the 1 µA criterion. The threshold must be the one that applies at the operating drain voltage, since in a short device it depends on that voltage. A WKB estimate for a 20 nm drain overlap, with the full 1 V placed across the oxide, gives a gate tunnelling current of 0.6 pA, about 2% of the 30 pA channel off-current. This is only a rough indication: changing the assumed tunnelling mass of 0.4 electron masses by 0.1 changes the current by more than a factor of twenty, and the prefactor of the formula is uncertain by more than a factor of ten, so the estimate does not establish that gate tunnelling is negligible. The corresponding oxide field is 4 MV/cm, below the rough breakdown level of 10 MV/cm. Junction leakage and band-to-band tunnelling at the drain are not included and would add to the off-current. Interface states are also left out. They add their capacitance to C_d, so that 10¹² states per cm² and eV raise n by about 0.12. States near the band edge matter more at low temperature, so a real device need not keep its ideality on cooling. Of the assumptions examined here, the one that moves the numbers most is that the threshold can be placed at will: an unadjusted device misses the target by about 0.37 V, or more for a low current criterion, while the other changes considered in the required 77 K threshold amount to about 15 mV or less. The main calculated values are collected in the numerical output below.

Numbers as computed

```
Warm and cold temperature: 300 K, 77 K
Warm threshold: 0.35 V; ideality: 1.3
Thermal voltage 300 K: 25.85 mV
Thermal voltage 77 K: 6.635 mV
Swing 300 K, formula: 77.38 mV/decade
Swing 300 K, charge integral: 77.38 mV/decade
Swing 77 K, formula: 19.86 mV/decade
Swing 77 K, charge integral: 19.86 mV/decade
Off-current decades: 4.523
Temperature ratio: 0.2567
Needed 77 K threshold, formula: 0.0898 V = 89.8 mV
Same, charge integral, 1 nA criterion: 0.0898 V
Same, ideality 1.6 at both temperatures: 0.0898 V
Same, ideality 1.4 at 77 K only: 0.0968 V
Same, threshold current tripled at 77 K: 0.0993 V
Oxide thickness: 2.5 nm; drain voltage: 1.0 V
Gate width: 1.0 um; length: 0.1 um
Mobility 300 K: 200 cm2/Vs
Mobility 77 K: 600 cm2/Vs
Practical threshold current: 1.0 uA
Off-current from exponential law: 30.0 pA
Needed threshold, charge integral at 1 uA: 0.0951 V
Band-tail width: 3.5 meV
Needed threshold at 1 uA with band tail: 0.0954 V
Body doping giving ideality 1.3: 2.04e+18 cm^-3
Inversion bending 300 K: 0.986 V; 77 K: 1.158 V
Ideality at 77 K from wider depletion: 1.277
Needed threshold with that ideality: 0.0882 V
Unadjusted threshold rise, full ionization: 114 mV
Same, 45 meV dilute acceptors: 111 mV
Oxide field at drain overlap: 4.0 MV/cm
Overlap length: 20 nm
Gate tunnelling current, WKB: 0.60 pA
Tunnelling / channel off-current: 0.020
Leakage factor, threshold 10 mV low, 300 K: 1.35
Leakage factor, threshold 10 mV low, 77 K: 3.19
Decades of cold design at 87 K: 4.00
Leakage factor from 77 K to 87 K: 3.31
Decades of cold design at 300 K: 1.16
```
